# The EDIIS coefficient problem in Hartree-Fock need not be convex

An SCF program that uses EDIIS must choose, in every cycle, a solver for the mixing coefficients. If the coefficient problem is convex, a solver that converges to a local minimum has found the global one. If it is not, the answer may depend on where the solver started. To be sure of the global minimum, the program needs more than a converged local solver. The two general routes are to establish convexity or to search globally; in special cases a lower bound on the function settles the matter.

EDIIS takes stored density matrices $D_1,\dots,D_n$, forms $D(c)=\sum_i c_iD_i$, and minimizes

$$f(c)=E(D(c)),\qquad c_i\ge 0,\quad \sum_i c_i=1 .$$

The allowed set, a simplex, is convex, and $f$ is quadratic in Hartree-Fock theory, its quadratic part being the electron repulsion. The Coulomb energy of a charge density is a nonnegative quadratic form, which invites the belief that $f$ is convex. That belief is false, as three densities of the lithium atom show.

## Three densities of lithium

I use hartree atomic units and real orthonormal orbitals. A density matrix has two spin blocks, $D=(D_\alpha,D_\beta)$, and $\mathrm{Tr}$ includes the sum over spin. The unrestricted Hartree-Fock energy and Fock matrix are

$$E(D)=\mathrm{Tr}\,hD+\tfrac12\mathrm{Tr}\,D\,G(D),\qquad F(D)=h+G(D),$$

$$G_\sigma(D)=J[D_\alpha+D_\beta]-K[D_\sigma].$$

$G$ is linear and symmetric, $\mathrm{Tr}\,XG(Y)=\mathrm{Tr}\,YG(X)$. For two orbitals, $J_{ab}=(aa|bb)$ and $K_{ab}=(ab|ab)$, so $J_{aa}=K_{aa}$.

Solve restricted Hartree-Fock for Li$^+$ (cc-pVDZ basis), with density $D_+$, energy $E_+$ and Fock matrix $F_+$. Add one $\alpha$ electron in an empty orbital $a$ of the ion, with $F_+a=\varepsilon_a a$. Taking $a$ as 2s, 2p and a second, orthogonal 2p′ gives three determinants with a common frozen core. Their mixture is $D(c)=D_++X$, where $X=\sum_a c_a|a\rangle\langle a|$ in the $\alpha$ block. By the symmetry of $G$,

$$E(D_++X)=E_++\mathrm{Tr}\,F_+X+\tfrac12\mathrm{Tr}\,XG(X).$$

The linear term is $\sum_a c_a\varepsilon_a$. The quadratic term is $\tfrac12\sum_{ab}c_ac_b(J_{ab}-K_{ab})$, whose diagonal part vanishes. With $m_{ab}=J_{ab}-K_{ab}$,

$$f(c)=E_++\sum_a c_a\varepsilon_a+\sum_{a<b}c_ac_b\,m_{ab}.$$

An electron wholly in one orbital does not repel itself, but fractions of it placed in two orbitals repel each other. Mixing is penalized, and this is the source of the trouble.

The computed values, in hartree, are

- $\varepsilon_{2s}=-0.1963$ and $\varepsilon_{2p}=\varepsilon_{2p'}=-0.1285$;
- $m_{2s,2p}=m_{2s,2p'}=0.2086-0.0440=0.1646$;
- $m_{2p,2p'}=0.1824-0.0108=0.1715$ (from unrounded integrals).

On the edge from $a$ to $b$, put $c_a=1-t$ and $c_b=t$:

$$f(t)=E_a+t(\varepsilon_b-\varepsilon_a)+t(1-t)m_{ab}.$$

The slope at $t=0$ is $g_{ab}=\varepsilon_b-\varepsilon_a+m_{ab}$, and the second derivative is $-2m_{ab}$. Leaving 2p,

$$g_{2p,2s}=-0.0678+0.1646=0.0968,\qquad g_{2p,2p'}=0.1715 .$$

Both are positive. Near the 2p vertex, $f-E_{2p}=\sum_{b\ne 2p}c_b\,g_{2p,b}$ plus terms of second order in the small weights $c_b$, so 2p is a strict local minimum. By symmetry so is 2p′. The slopes leaving 2s are both $0.2324$, so 2s is a third local minimum. It is the global one: since every $m_{ab}>0$, $f(c)\ge E_++\sum_a c_a\varepsilon_a\ge E_++\varepsilon_{2s}=E_{2s}$. The values are $E_{2s}=-7.4324$ against $E_{2p}=-7.3646$.

The path from 2p to 2s first climbs. Setting $f'(t)=g_{ab}-2m_{ab}t=0$ gives

$$t^*=\frac{g_{ab}}{2m_{ab}}=\frac{0.0968}{0.3292}=0.294,\qquad f(t^*)-E_a=\frac{g_{ab}^2}{4m_{ab}}=0.0142 .$$

A standard local solver, SLSQP, started at weights $(0.1,0.8,0.1)$ for (2s, 2p, 2p′), ends at $(0,1,0)$. It misses the global minimum by $0.0678$ hartree, or $1.85$ eV.

The start decides. Of 300 projected-gradient runs from random points of the simplex, 213 ended at 2s, 40 at 2p and 47 at 2p′, while a start from equal weights reached 2s. The difference between 2p and 2p′, which are equivalent by symmetry, is sampling noise; about two thirds of starts reach 2s. These counts describe this constructed set of densities, not the failure rate of ordinary SCF calculations.

Concavity alone does not produce a second minimum. If $\varepsilon_a-\varepsilon_b>m_{ab}$, the slope leaving the higher point $a$ is negative, and the edge runs downhill all the way to $b$. Here the orbital gap of $0.068$ is smaller than $m=0.165$, so the trap exists.

## Does the next SCF step repair the error?

In this example it does not, if the solver has stopped at the 2p vertex. In the Fock matrix of the 2p determinant, the orbital 2p keeps the energy $\varepsilon_{2p}=-0.128$, because $J_{aa}-K_{aa}=0$. The empty 2s orbital has the expectation value $\varepsilon_{2s}+m_{2s,2p}=-0.032$, which is higher. Repeated filling of the lowest orbitals, started from 2p, met its energy convergence test at a state $0.0678$ hartree above the one reached from 2s.

Parity is what holds it there: the Fock matrix built from this density does not mix s with p. The state is unstable once that symmetry is broken. If the outer orbital is $|2p\rangle+\eta|2s\rangle$ with small $\eta$, the Fock matrix acquires the s–p element $\eta(K-J)=-\eta\,m_{2s,2p}$. With the core frozen and only these two orbitals kept, the diagonal elements differ by $g_{2p,2s}$, so one filling step multiplies $\eta$ by $m_{2s,2p}/g_{2p,2s}=0.1646/0.0968\approx1.7$, and the admixture grows. With all orbitals kept and the core free, the factor is about $1.72$. Rounding errors are enough to seed it: if the filling is continued past the convergence test, the energy stays at the 2p value for some 50 steps and has fallen to the 2s state by about step 80. An orbital rotation also lowers the energy. The calculation is done for the frozen-core 2p determinant, which lies only $2\times10^{-5}$ hartree above the converged state. Put the outer electron in $\cos\theta\,|2p\rangle+\sin\theta\,|2s\rangle$ with the core frozen. A single added electron has no self-repulsion, and $F_+$ does not couple the two orbitals, so

$$E(\theta)=E_++\varepsilon_{2p}\cos^2\theta+\varepsilon_{2s}\sin^2\theta ,$$

which falls as $\theta$ grows from zero. Rotating the orbital lowers the energy at once, whereas mixing the density matrices first raises it. EDIIS sees the second path.

These energies lack electron correlation and are limited by the basis. In larger bases (cc-pVTZ, cc-pVQZ) $\varepsilon_{2p}$ becomes $-0.1286$, $E_{2s}$ becomes $-7.4327$, the 2s–2p gap becomes $0.0677$ hartree ($1.84$ eV) and the barrier $0.0143$, while the $m_{ab}$ and $t^*$ keep the digits shown. The argument needs only the signs of the slopes, and these do not change.

## The general statement

For Hartree-Fock energies and stored densities that all have the same $N_\alpha$ and the same $N_\beta$, with occupation numbers between 0 and 1:

1. The EDIIS function is
$$f(c)=\sum_i c_iE_i-\tfrac14\sum_{ij}c_ic_jB_{ij},\qquad B_{ij}=\mathrm{Tr}(F_i-F_j)(D_i-D_j).$$
2. Its curvature along a direction $v$ with $\sum_i v_i=0$ is $\mathrm{Tr}\,\Delta G(\Delta)$, where $\Delta=\sum_i v_iD_i$. The Hartree part is nonnegative, and exchange subtracts a nonnegative amount.
3. If two determinants differ by one orbital of one spin, the segment between them is strictly concave.
4. A stored SCF solution that fills the lowest orbitals of its own Fock matrix, with a gap in each spin, is a strict local minimum of $f$ among distinct stored densities.

**Proof of 1.** Let $Q(D)=\tfrac12\mathrm{Tr}\,DG(D)$. Expanding the difference and using $\sum_i c_i=1$,

$$\tfrac12\sum_{ij}c_ic_jQ(D_i-D_j)=\tfrac12\sum_{ij}c_ic_j\left[Q(D_i)+Q(D_j)-\mathrm{Tr}\,D_iG(D_j)\right]$$

$$=\sum_i c_iQ(D_i)-Q(D(c)).$$

Since $F_i-F_j=G(D_i-D_j)$, we have $Q(D_i-D_j)=\tfrac12B_{ij}$. Solve for $Q(D(c))$ and add the linear term $\mathrm{Tr}\,hD(c)=\sum_ic_i\mathrm{Tr}\,hD_i$. The factor $\tfrac14$ is the product of these two halves.

ADIIS gives no escape. Its function, expanded about a stored point $D_n$, is

$$E_n+\mathrm{Tr}\,F_n(D(c)-D_n)+\tfrac12\mathrm{Tr}\,(D(c)-D_n)\Big(\sum_ic_iF_i-F_n\Big).$$

Because $F$ is linear in $D$ apart from the constant $h$, $\sum_ic_iF_i=F(D(c))$. The last term is then $Q(D(c)-D_n)$, and the expression is the complete expansion of the quadratic $E$ about $D_n$, which is $f(c)$. Both this identity and statement 1 rest on $E$ being quadratic, and do not carry over to a density functional that is not.

**Proof of 2.** The Hessian of $f$ is $H=-\tfrac12B$. Write $b_{ij}=\mathrm{Tr}\,D_iG(D_j)$, so that $B_{ij}=b_{ii}+b_{jj}-2b_{ij}$. The first two terms drop out of $\sum_{ij}v_iv_jB_{ij}$ because $\sum_iv_i=0$, leaving

$$v^THv=\sum_{ij}v_iv_jb_{ij}=\mathrm{Tr}\,\Delta G(\Delta).$$

Let $\rho(\mathbf r)$ be the charge density of $\Delta_\alpha+\Delta_\beta$, with Fourier transform $\tilde\rho(\mathbf k)$, and let $\Delta_\sigma(\mathbf r,\mathbf r')$ be the spin block in position space. Then

$$v^THv=\frac{1}{2\pi^2}\int\frac{|\tilde\rho(\mathbf k)|^2}{k^2}\,d^3k-\sum_\sigma\iint\frac{|\Delta_\sigma(\mathbf r,\mathbf r')|^2}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r' .$$

The first term is the Coulomb energy integral with $4\pi/k^2$ as the transform of $1/r$. The second follows from writing out $\mathrm{Tr}\,\Delta_\sigma K[\Delta_\sigma]$. Both integrals are nonnegative.

Without exchange, then, the belief is correct. For the three lithium densities, dropping exchange changes the Hessian eigenvalues on the simplex from $-0.172$ and $-0.162$ to $+0.022$ and $+0.007$ hartree, in that order, and all tested starts then reach the same minimum.

**Proof of 3.** Let the differing orbitals be $u$ and $w$, both normalized and orthogonal to the shared ones. Then $\Delta=|w\rangle\langle w|-|u\rangle\langle u|$ has zero trace and rank two, so its eigenvalues are $s$ and $-s$, with orthonormal eigenvectors $a$ and $b$. From $\mathrm{Tr}\,\Delta^2=2-2\langle u|w\rangle^2=2s^2$ follows $s^2=1-\langle u|w\rangle^2$. Inserting $\Delta=s(|a\rangle\langle a|-|b\rangle\langle b|)$,

$$\mathrm{Tr}\,\Delta G(\Delta)=s^2\left[(J_{aa}-K_{aa})+(J_{bb}-K_{bb})-2(J_{ab}-K_{ab})\right]=-2s^2(J_{ab}-K_{ab}).$$

Expanding the square below gives $J_{ab}$ twice and $-K_{ab}$ twice, so

$$J_{ab}-K_{ab}=\tfrac12\iint\frac{|a(\mathbf r)b(\mathbf r')-b(\mathbf r)a(\mathbf r')|^2}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'>0 .$$

It is positive because the antisymmetric product of two orthogonal orbitals is not zero. In lithium $s=1$, and the 2s–2p curvature is $-2(0.1646)=-0.329$ hartree.

**Proof of 4.** The slope of $f$ from vertex $i$ towards $j$ is $\mathrm{Tr}\,F_i(D_j-D_i)$. Among densities with the given electron numbers, $\mathrm{Tr}\,F_iD$ is smallest when the lowest orbitals of $F_i$ are filled, and a gap makes this minimizer unique. Every slope leaving $D_i$ is therefore positive, and the vertex argument used for lithium applies.

## What "indefinite" refers to

The form $\mathrm{Tr}\,\Delta G(\Delta)$ takes both signs on the space of density changes. Statement 3 supplies negative values. A positive one comes from moving both 1s electrons of the 2s determinant into 2p′: the curvature of that segment is $+1.61$ hartree. The closed-shell form, in which exchange enters with a factor one half, also has eigenvalues of both signs in this basis, from $-0.19$ to $+0.54$ hartree per unit-norm change of the total density matrix in an orthonormal basis. These extremes depend strongly on the basis (cc-pVTZ gives $-0.44$ and $+1.41$); only their signs matter.

A given history samples only a few directions of this space. The triangle 2s, 2p, 2p′ is concave in every direction, not indefinite. Replacing 2p′ by the core-promoted determinant gives Hessian eigenvalues $-0.18$ and $+0.98$ hartree. The 2s and core-promoted determinants alone give a convex problem, because the segment between them has positive curvature. The sign has to be found for the densities at hand.

## Choosing the solver

Compute the eigenvalues of $-\tfrac12B$ on the directions with $\sum_iv_i=0$. If none is negative, every local minimum is global and a converged local solver suffices. With two densities, as in optimal damping, $f$ is a parabola on an interval: compare the two ends and, if it lies inside, the stationary point.

For a short history with negative curvature, search all faces. For each nonempty subset $S$ of the densities, solve

$$E_i-\tfrac12\sum_{j\in S}B_{ij}c_j=\lambda\quad(i\in S),\qquad\sum_{j\in S}c_j=1,$$

where $\lambda$ is the multiplier of the constraint. Discard solutions with a negative weight and keep the lowest $f$. The global minimum has some set of nonzero weights and is stationary on that face, so it is among the candidates.

A face with singular equations can be skipped. Singularity means there is a $v\neq0$ on the face with $\sum_iv_i=0$ and $Hv$ constant over $S$, hence $v^THv=0$. At a minimum inside the face the slope along $v$ also vanishes, so $f$ is constant along $v$, and the same value is reached on a smaller face. Single vertices are never singular, so the descent through faces ends.

There are $2^n-1$ faces: 7 for three densities and 255 for eight. For lithium the search returns the 2s vertex. The numerical check also compares it with grid scans of random three-point quadratics.

The global minimum of $f$ is the best mixture of the stored densities. It does not guarantee that the SCF procedure will converge to the lowest Hartree-Fock state.

## Table of computed values

```
basis functions, cc-pVDZ: 14
E(Li+) = -7.236119 hartree
2s: orbital energy -0.196297, determinant energy -7.432416 hartree
2p: orbital energy -0.128453, determinant energy -7.364572 hartree
2p': orbital energy -0.128453, determinant energy -7.364572 hartree
2s,2p: J 0.208630, K 0.044029, J-K 0.164601 hartree
  edge curvature B = -0.329203 hartree
2s,2p': J 0.208630, K 0.044029, J-K 0.164601 hartree
  edge curvature B = -0.329203 hartree
2p,2p': J 0.182362, K 0.010845, J-K 0.171517 hartree
  edge curvature B = -0.343033 hartree
slope from 2s towards 2p: 0.232445 hartree
slope from 2s towards 2p': 0.232445 hartree
slope from 2p towards 2s: 0.096758 hartree
slope from 2p towards 2p': 0.171517 hartree
slope from 2p' towards 2s: 0.096758 hartree
slope from 2p' towards 2p: 0.171517 hartree
barrier from 2p to 2s: 0.014219 hartree
2s weight at barrier top: 0.2939
HF Hessian on simplex, eigenvalues (hartree): [-0.171517 -0.162296]
Hartree-only Hessian eigenvalues (hartree): [0.006675 0.02169 ]
mixed triangle Hessian eigenvalues (hartree): [-0.183027  0.979647]
curvature B, 2s to core-promoted: 1.611026 hartree
unrestricted form, lowest/highest eigenvalue: -1.5912 / 1.0711 hartree
unrestricted form, negative eigenvalues: 203 of 208
closed-shell form, lowest/highest eigenvalue: -0.1857 / 0.5355 hartree
random starts: 300; ends at 2s, 2p, 2p': [213  40  47]
equal-weight start ends at weights: [1. 0. 0.]
SLSQP start weights: [0.1 0.8 0.1]
SLSQP final weights: [0. 1. 0.]
global minimum weights: [1. 0. 0.]
global minimum energy: -7.432416 hartree
energy missed by SLSQP: 0.067844 hartree = 1.8461 eV
Hartree-only minimum weights: [1. 0. 0.]
Hartree-only spread over starts: 0.0e+00 hartree
relaxed SCF energy from 2s: -7.432421 hartree
relaxed SCF energy from 2p: -7.364596 hartree
relaxed gap: 0.067824 hartree = 1.8456 eV
weight of original 2p after relaxation: 1.000000
```
